# The Grüneisen parameter of a chain of Morse bonds

## Problem

Identical atoms of mass \(m\) can move only along a straight line. Each atom is joined to its two nearest neighbours by bonds with the Morse energy

\[
V(r)=D\left[1-e^{-b(r-a)}\right]^2 ,
\]

where \(r\) is the bond length, \(D\) the depth of the well, \(a\) the length at the minimum and \(b\) the range parameter, an inverse length. There are no other forces. The one-dimensional Grüneisen parameter of a vibrational mode is

\[
\gamma=-\frac{d\ln\omega}{d\ln L},
\]

where \(\omega\) is the angular frequency of the mode and \(L\) the length of the chain. The number of atoms and the number of waves in the chain are held fixed in the derivative.

1. Estimate \(\gamma\) by scaling, without solving for the modes.
2. Show that at the equilibrium spacing \(\gamma=3ab/2\) for every mode of nonzero frequency.
3. Take \(a=0.25\) nm, \(b=14\ \mathrm{nm^{-1}}\), \(D=0.35\) eV and \(m=63.5\) u. Find by how much the top frequency changes when the chain is compressed or stretched by 1%.
4. For the same chain at 300 K, find the thermal expansion and its effect on \(\gamma\).

## First estimate by scaling

The bond energy has the form \(D\) times a function of \(b(r-a)\). Each derivative with respect to \(r\) brings out one factor \(b\), so the stiffness of a bond is \(Db^2\) times another function of \(b(r-a)\). A vibration frequency is the square root of a stiffness over a mass. At spacing \(l\), a mode with a given number of waves therefore has

\[
\omega=b\sqrt{\frac{D}{m}}\;f\big(b(l-a)\big),
\]

with some dimensionless function \(f\). Since \(L\) is proportional to \(l\), we have \(d\ln L=d\ln l=dl/l\), and

\[
\gamma=-l\,\frac{d\ln\omega}{dl}=-bl\,\frac{f'}{f}.
\]

The prefactor \(b\sqrt{D/m}\) has dropped out, and with it \(D\) and \(m\). At \(l=a\) the argument of \(f\) is zero, so \(f'/f\) is a pure number. Scaling thus gives \(\gamma=c\,ab\) and leaves the number \(c\) open.

To estimate \(c\), multiply out the square in \(V\):

\[
V=D-2De^{-b(r-a)}+De^{-2b(r-a)} .
\]

The last term is the repulsion. If it alone set the stiffness, the stiffness would vary as \(e^{-2bl}\) and the frequency as \(e^{-bl}\). Then \(d\ln\omega/dl=-b\), and at \(l=a\)

\[
\gamma_{\text{est}}=ab .
\]

For the given chain \(ab=14\times0.25=3.5\). A 1% compression should raise the frequencies by roughly 3.5%.

## Exact solution

### Modes at a given spacing

Close the chain into a ring of \(N\) atoms, so that \(L=Nl\) and no atom is special. Here "ring" means that displacements repeat after \(N\) atoms; the motion stays one-dimensional. Let \(u_n\) be the displacement of atom \(n\) from its regular site. The bond between atoms \(n\) and \(n+1\) has length \(l+u_{n+1}-u_n\). A stretched bond pulls its ends together, so the right-hand bond pulls atom \(n\) forward and the left-hand bond pulls it back:

\[
m\ddot u_n=V'(l+u_{n+1}-u_n)-V'(l+u_n-u_{n-1}).
\]

Expand both terms to first order in the displacements. The constant parts \(V'(l)\) cancel, so the regular arrangement is in force balance at any spacing, even when the chain is under tension. What remains is

\[
m\ddot u_n=V''(l)\,(u_{n+1}-2u_n+u_{n-1}).
\]

Insert the wave \(u_n=A\,e^{i(n\theta-\omega t)}\), where \(\theta\) is the phase step from atom to atom:

\[
-m\omega^2=V''(l)\,(e^{i\theta}-2+e^{-i\theta})=-2V''(l)(1-\cos\theta)=-4V''(l)\sin^2\frac{\theta}{2}.
\]

Therefore

\[
\omega=2\sqrt{\frac{V''(l)}{m}}\;\left|\sin\frac{\theta}{2}\right|,\qquad \theta=\frac{2\pi j}{N},
\]

with integer \(j\), because the wave must close on itself. The number of waves \(j\) stays fixed when the ring is lengthened, so \(\theta\) stays fixed too. The spacing enters \(\omega\) through \(V''(l)\) alone.

### The Grüneisen parameter at any spacing

Take the logarithm, \(\ln\omega=\tfrac12\ln V''(l)+\text{const}\), and differentiate:

\[
\gamma(l)=-l\,\frac{d\ln\omega}{dl}=-\frac{l}{2}\,\frac{V'''(l)}{V''(l)} .
\]

The right side does not contain \(\theta\), so all modes of nonzero frequency share one value. The uniform translation, \(j=0\), has \(\omega=0\) and no logarithm.

For the derivatives of the Morse energy, set \(y=e^{-b(r-a)}\), so that \(dy/dr=-by\) and \(V=D(1-y)^2\). Then

\[
V'=-2D(1-y)\frac{dy}{dr}=2Db\,(y-y^2),
\]

\[
V''=2Db\,(1-2y)(-by)=2Db^2(2y^2-y),
\]

\[
V'''=2Db^2(4y-1)(-by)=-2Db^3(4y^2-y).
\]

Insert these with \(r=l\) and cancel the common factor \(2Db^2y\):

\[
\gamma(l)=\frac{bl}{2}\,\frac{4y-1}{2y-1},\qquad y=e^{-b(l-a)} .
\]

### The equilibrium spacing

With no outside force and no thermal or quantum motion, the energy per atom is \(V(l)\), whose minimum is at \(l=a\). There \(y=1\), and

\[
V''(a)=2Db^2\equiv K,\qquad V'''(a)=-6Db^3,
\]

\[
\gamma=-\frac a2\,\frac{-6Db^3}{2Db^2}=\frac{3ab}{2},
\]

as was to be shown. For the given chain \(\gamma=1.5\times3.5=5.25\). As a direct check, the modes of an eight-atom ring were found from numerical second differences of its total energy, at lengths 0.05% above and below equilibrium. The definition of \(\gamma\) then gives 5.2500 for both the smallest and the largest of the seven values.

The sign has a simple origin. The negative \(V'''(a)\) means that a bond softens when stretched, so frequencies fall as the chain lengthens and \(\gamma\) is positive. The formula needs only the second and third derivatives at \(a\). A harmonic bond has the same stiffness at every length and gives \(\gamma=0\). A bond whose energy is cut off after the cubic term gives the full \(3ab/2\) at \(l=a\); the quartic and higher terms matter once the spacing moves away from \(a\).

### One per cent of strain

The stiffness is \(K=2\times0.35\times14^2=137.2\ \mathrm{eV/nm^2}\), or 21.98 N/m, and the top frequency, at \(\theta=\pi\), is \(\omega/2\pi=4.596\) THz. To first order, a 1% change of length changes it by 5.25%.

The next order follows from the exact ratio. Let \(u=b(l-a)\). Since \(\omega^2\) is proportional to \(2y^2-y\), with \(y=e^{-u}\),

\[
\frac{\omega^2(l)}{\omega^2(a)}=2e^{-2u}-e^{-u}\approx1-3u+\frac72u^2 .
\]

Use \(\sqrt{1+s}\approx1+s/2-s^2/8\):

\[
\frac{\omega(l)}{\omega(a)}\approx1-\frac32u+\left(\frac74-\frac98\right)u^2=1-\frac32u+\frac58u^2 .
\]

A strain of \(\pm1\%\) means \(u=\pm0.035\). The linear term is \(\mp5.25\%\), and the quadratic term adds 0.08% for either sign. The frequency rises by 5.33% to 4.841 THz under compression and falls by 5.17% to 4.358 THz under stretch, in agreement with the values computed from the ring.

### Thermal expansion

In the classical quasi-harmonic approximation, the modes are harmonic at each spacing, but their frequencies depend on that spacing. For a long chain the free energy per atom is

\[
F(l)=V(l)+k_BT\,\langle\ln\omega\rangle+\text{terms independent of }l,
\]

where the average runs over the modes. All modes have \(d\ln\omega/dl=-\gamma/l\), so the minimum of \(F\) obeys

\[
V'(l)=\frac{\gamma k_BT}{l}.
\]

For a small expansion \(x=l-a\), the left side is \(Kx\), and on the right \(l\) may be replaced by \(a\):

\[
x\approx\frac{\gamma k_BT}{Ka}=\frac{3ab}{2}\,\frac{k_BT}{2Db^2a}=\frac{3k_BT}{4Db}.
\]

At 300 K, \(k_BT=25.85\) meV, and

\[
x\approx\frac{3\times0.02585}{4\times0.35\times14}\ \mathrm{nm}=0.00396\ \mathrm{nm}.
\]

This can be compared with a calculation that does not assume harmonic modes. In a classical chain with free ends, the bond lengths are independent variables, each with the Boltzmann weight \(e^{-V/k_BT}\). The mean expansion is the average of \(r-a\) with this weight. The integral has to stop at some large length, because the Morse energy levels off at \(D\) and a free bond can break. The Boltzmann factor of a broken bond is \(e^{-D/k_BT}=1.3\times10^{-6}\), and moving the upper limit from \(r-a=3/b\) to \(5/b\) changes the mean by less than 1%. With the limit at \(4/b\) the result is 0.00457 nm, or 1.8% of \(a\), about 15% above the first-order value.

Most of this difference is the next term in temperature. Let \(t=k_BT/D\) and change the variable to \(s=1-e^{-b(r-a)}\). The weight becomes \(e^{-s^2/t}\), with \(b(r-a)=-\ln(1-s)\) and \(b\,dr=ds/(1-s)\). For small \(t\), expand in \(s\) and use the Gaussian averages \(\langle s^2\rangle=t/2\) and \(\langle s^4\rangle=3t^2/4\); odd powers average to zero. This gives

\[
b\langle x\rangle\approx
\frac{\left\langle s+\frac32s^2+\frac{11}{6}s^3+\frac{25}{12}s^4\right\rangle}{\left\langle1+s+s^2\right\rangle}
\approx\frac{\frac34t+\frac{25}{16}t^2}{1+\frac12t}
\approx\frac34t+\frac{19}{16}t^2 .
\]

The first term is the linearized quasi-harmonic result again. Solved without linearizing, the condition \(V'(l)=\gamma(l)k_BT/l\) gives 0.00456 nm, so the 15% comes almost wholly from the linearization and not from the assumption of harmonic modes. Here \(t=0.02585/0.35=0.0739\), and the two terms together give \(\langle x\rangle\approx(0.0554+0.0065)/14\ \mathrm{nm}=0.0044\) nm. The rest is of higher order in \(t\).

At the expanded spacing the formula for \(\gamma(l)\) gives 5.60, which is 6.6% above the static value. This is the effect of the changed spacing alone; the formula leaves out the direct effect of the thermal motion on the stiffness. The result \(3ab/2\) belongs to the minimum of the bond energy, and a warm chain does not sit there.

## Comparison of the estimate with the solution

The estimate had the right dependence on \(a\) and \(b\) and the right independence of \(D\) and \(m\). Its number was too small: 3.5 instead of 5.25, a factor of \(2/3\). The missing part comes from the attraction. At \(l=a\) the stiffness is a difference,

\[
V''(a)=\underbrace{4Db^2}_{\text{repulsion}}-\underbrace{2Db^2}_{\text{attraction}} .
\]

The repulsive part decays at the rate \(2b\) and the attractive part at the rate \(b\). The relative rate at which the stiffness falls is therefore

\[
-\frac{V'''(a)}{V''(a)}=\frac{4Db^2\cdot2b-2Db^2\cdot b}{4Db^2-2Db^2}=\frac{6b}{2}=3b,
\]

against \(2b\) for repulsion alone. The attraction takes away half of the repulsive stiffness but only a quarter of its slope, so the relative change becomes larger.

The general formula shows where the estimate would hold. Under strong compression \(y\gg1\), the fraction \((4y-1)/(2y-1)\) tends to 2 and \(\gamma(l)\to bl\). This is the estimate with the actual spacing in place of \(a\). The limit is approached slowly: for the given chain \(\gamma\) is still 27% above \(bl\) at 10% compression and 11% above it at 30%.

Under stretch the estimate fails completely. As \(y\) falls towards \(1/2\), the repulsive and attractive parts of the stiffness cancel, the frequencies go to zero and \(\gamma\) diverges. This happens at \(b(l-a)=\ln2\), a strain of \(\ln2/(ab)=0.69/3.5\approx20\%\). Beyond it \(V''<0\), and the evenly spaced chain is unstable.

## What the model leaves out

**Quantum motion.** At zero temperature the mean zero-point energy per atom, \(E_0=6.05\) meV, takes the place of \(k_BT\) in the expansion formula, because \(E_0\) is proportional to the frequencies and \(dE_0/dl=-\gamma E_0/l\). The expansion is \(5.25\times0.00605/(137.2\times0.25)\ \mathrm{nm}=0.00093\) nm, and at that spacing the formula for \(\gamma(l)\) gives 5.32. This value leaves out the direct effect of the zero-point motion on the stiffness. The zero-point expansion is not to be added to the classical one at 300 K, since the mean energy of a quantum oscillator, zero-point part included, tends to \(k_BT\) at high temperature. At 300 K the harmonic heat capacity is \(0.978\,k_B\) per atom, 2.2% below the classical value.

**Second neighbours.** Suppose that atoms two sites apart are joined by the same Morse function. At distance \(2a\) it attracts, so the chain contracts, here to a spacing of 0.2457 nm. In the shortest wave, \(\theta=\pi\), second neighbours move together and their bonds do not change length. That mode keeps the formula for \(\gamma(l)\), evaluated at the smaller spacing, and has \(\gamma=4.97\). The longest wave of the eight-atom ring does strain the second-neighbour bonds and has \(\gamma=5.15\). The common value for all modes is thus a property of the nearest-neighbour model.

**Sideways motion.** If neighbouring atoms are offset sideways by \(w\), their bond lengthens by about \(w^2/2l\), at an energy cost \(V'(l)w^2/2l\). At \(l=a\) this vanishes, and under compression it is negative, so the chain buckles unless it is guided.

**Three dimensions.** For a solid, \(\gamma\) is defined with the volume \(\Omega\) instead of the length. Consider a close-packed crystal in which each atom has twelve neighbours at distance \(r\), joined by the same bonds. The sum of \(m\omega^2\) over all modes is the trace of the force-constant matrix. Each atom contributes the Laplacian of its bond energies, so

\[
\langle\omega^2\rangle=\frac{12}{3m}\left(V''+\frac{2V'}{r}\right).
\]

Since \(d\ln\Omega=3\,dr/r\) and \(V'(a)=0\), the Grüneisen parameter of the root-mean-square frequency is

\[
\gamma_\Omega=-\frac12\,\frac{d\ln\langle\omega^2\rangle}{d\ln\Omega}
=-\frac a6\,\frac{V'''(a)+2V''(a)/a}{V''(a)}=\frac{ab}{2}-\frac13 .
\]

With \(ab=3.5\) this is 1.42. The step from 5.25 to 1.75 is the change of definition from length to volume. The remaining \(-1/3\) comes from the sideways stiffness \(V'/r\), which grows from zero when the bonds are stretched.

## The numbers beside a real metal

The parameters are round values in the rough regime of copper, whose nearest-neighbour distance is about 0.26 nm. The volume Grüneisen parameter of copper is roughly 2, so the chain value of 5.25 must not be set beside it. The close-packed value of 1.42 is nearer in kind, but it belongs to the root-mean-square frequency. The measured parameter comes from thermal expansion, which at high temperature weights all modes equally, and in the close-packed model that average is somewhat lower than 1.42. The chain also expands too much. Its mean expansion coefficient from 0 to 300 K, in classical theory, is \(0.0183/300\approx6\times10^{-5}\ \mathrm{K^{-1}}\), against roughly \(2\times10^{-5}\ \mathrm{K^{-1}}\) for copper at room temperature. Defined with the length instead of the volume, the close-packed value would be \(3(ab/2-1/3)=4.25\), which is 19% below that of the chain. The change of spacing by thermal expansion and the second neighbours each shift the chain value by less than 10%. A further assumption, that the energy of a metal is a sum of pair bonds, has not been sized. The example therefore shows magnitudes and does not predict the properties of copper. The computed values are listed in the numerical output below.

## Calculated quantities

```
spacing a = 0.250 nm
range parameter b = 14.0 1/nm
bond depth D = 0.35 eV
atomic mass = 63.5 u
temperature = 300 K
product a*b = 3.500
bond stiffness = 137.2 eV/nm^2
bond stiffness = 21.98 N/m
cubic derivative V'''(a) = -5762 eV/nm^3
top frequency at a = 4.596 THz
gamma from 3ab/2 = 5.2500
ring gamma, smallest of 7 modes = 5.2500
ring gamma, largest of 7 modes = 5.2500
harmonic bond, largest |gamma| = 0.0000
cubic bond, mean gamma = 5.2500
top frequency at 0.99a = 4.841 THz
top frequency at 1.01a = 4.358 THz
change at 0.99a = 5.33 %
change at 1.01a = -5.17 %
thermal energy k_B*T = 25.85 meV
expansion at T, first order = 0.00396 nm
expansion at T, integral = 0.00457 nm
expansion at T, integral = 1.83 % of a
gamma at thermally expanded spacing = 5.598
mean zero-point energy per atom = 6.05 meV
zero-point expansion, first order = 0.00093 nm
zero-point expansion, minimized = 0.00093 nm
gamma at zero-point spacing = 5.316
quantum heat capacity at T = 0.9779 k_B per atom
broken-bond factor exp(-D/k_B T) = 1.32e-06
spacing with second neighbours = 0.24571 nm
gamma with second neighbours, longest wave = 5.148
gamma with second neighbours, shortest wave = 4.970
close-packed volume gamma, computed = 1.4167
close-packed volume gamma, ab/2-1/3 = 1.4167
```
